# Sideband photoemission delay of hydrogen: Wigner delay and continuum-continuum correction, part 2

An electron leaves the 1s state of a hydrogenic ion (charge \(Z\), fixed nucleus, \(E_0=-Z^2/2\), atomic units) and reaches \(E=k^2/2\) by absorbing one XUV photon and absorbing (\(s=+1\)) or emitting (\(s=-1\)) one probe photon \(\omega\). For final waves \(l=0,2\) and \(\omega\to0\) at fixed \(k\), the law to be derived for the sideband delay is

\[
\tau=\tau_W+\tau_{cc}-\frac{3\pi Z^2\omega}{4k^6}+O(\omega^2\ln^2\omega),
\]
\[
\tau_W=\frac{d\sigma_1}{dE}=\frac{Z}{k^3}\,\mathrm{Re}\,\psi\!\left(2+\frac{iZ}{k}\right),\qquad
\tau_{cc}=\frac{Z}{k^3}\left[1+\gamma-\ln\frac{2k^2}{\omega}\right],
\]

with \(\psi\) the digamma function and \(\gamma\) Euler's constant.

**Coulomb waves.** \(F_l=(H_l^+-H_l^-)/2i\), \(H_l^-=(H_l^+)^*\), \(H_l^+=e^{i\theta_l}S_l\), \(\theta_l=kr+\frac Zk\ln2kr-\frac{l\pi}{2}+\sigma_l\), \(\sigma_l=\arg\Gamma(l+1-iZ/k)\). With \(\eta=-Z/k\), \(A=\eta^2+l(l+1)\), \(S_l=\sum_na_n(kr)^{-n}\), \(a_0=1\),

\[
a_1=\frac\eta2+\frac{iA}{2},\qquad a_2=a_1\left[\frac{3\eta}{4}+\frac{i(A-2)}{4}\right].\tag{3}
\]

A field-free p-wave packet passes \(r\) at the mean time

\[
\bar t(r)=\Big\langle\frac rk+\tau_W+\frac{Z}{k^3}(1-\ln2kr)\Big\rangle+O(1/r).\tag{4}
\]

**Amplitudes.** With \(\kappa^2/2=E-s\omega\), 1s radial function \(u_{1s}\) and p-wave Hamiltonian \(H_1\), \((\kappa^2/2+i0-H_1)\rho=r\,u_{1s}\) (XUV first) and \((E_0+s\omega-H_1)\chi=r\,u_{1s}\) (probe first):

\[
M_l(s)=i^{-l}e^{i\sigma_l(k)}\int_0^\infty F_l(kr)\,r\,[\rho+\chi]\,dr.\tag{6}
\]

"Exact" means (6) evaluated numerically without expansion in \(\omega\). At angle \(\theta\) to the polarisation

\[
M(\theta)\propto M_0+2P_2(\cos\theta)\,M_2 ;\tag{7}
\]
\[
\tau=\frac{1}{2\omega}\arg\frac{M_{emi}}{M_{abs}}\quad(\text{mod }\pi/\omega).\tag{8}
\]

**Outer region.** Beyond a radius \(R\), \(\rho=-(2D/\kappa)H_1^+(\kappa r)\), \(D=\int_0^\infty F_1(\kappa r)\,r\,u_{1s}\,dr>0\). The product \(H_l^-(kr)H_1^+(\kappa r)\) oscillates slowly, with \(q=\kappa-k=-s\omega/k+O(\omega^2)\). For \(\mathrm{Re}\,c>0\), \(\mathrm{Re}\,p>0\),

\[
\int_0^\infty r^{c-1}e^{-pr}\,dr=\Gamma(c)\,p^{-c},\tag{2}
\]

also used at \(p\to-iq=|q|e^{-i(\pi/2)\,\mathrm{sgn}\,q}\). Entry 5: for a short-range potential with phases \(\delta_l\), \(l\) and \(\delta_l(k)\) cancel, \(M_l\approx\frac{D}{\kappa q^2}\,e^{i\delta_1(\kappa)}\), and \(\tau\to d\delta_1/dE\).

## 6. The logarithmic phase

For the Coulomb case the same cancellation of \(l\) and \(\sigma_l(k)\) occurs, and the logarithms survive. With

\[
\varepsilon=Z\Big(\frac1\kappa-\frac1k\Big)=-\frac{Zq}{k\kappa}=\frac{Zs\omega}{k^3}+O(\omega^2),
\]

the slowly oscillating term is

\[
M_l^{res}=-\frac D\kappa e^{i\sigma_1(\kappa)}\frac{(2\kappa)^{iZ/\kappa}}{(2k)^{iZ/k}}\int_R^\infty r^{1+i\varepsilon}e^{iqr}\Big[1+\frac{c_1}{r}+\frac{c_2}{r^2}+\dots\Big]dr,\tag{9}
\]

where the bracket is \(S_1(\kappa r)S_l^*(kr)\). Extending the first term to \(r=0\) changes it by a bounded amount, accounted for in entry 8, and (2) gives

\[
J_0=\Gamma(2+i\varepsilon)(-iq)^{-2-i\varepsilon}=-\frac{\Gamma(2+i\varepsilon)}{q^2}\,e^{-i\varepsilon\ln|q|}\,e^{-(\pi/2)\varepsilon\,\mathrm{sgn}\,q}.
\]

The last factor is real and equals \(e^{\pi|\varepsilon|/2}\) on both paths, since \(\varepsilon\) and \(q\) have opposite signs. The two minus signs cancel, and the leading amplitude \(M^{(0)}\) has the phase \(\sigma_1(\kappa)+\phi^P\),

\[
\phi^P=\frac Z\kappa\ln2\kappa-\frac Zk\ln2k+\arg\Gamma(2+i\varepsilon)-\varepsilon\ln|q| .\tag{10}
\]

Expand each piece to first order in \(s\omega\). The function \(g(k)=(Z/k)\ln2k\) has \(g'=Z(1-\ln2k)/k^2\), so \(g(\kappa)-g(k)=g'q=-s\omega Z(1-\ln2k)/k^3\). Next, \(\arg\Gamma(2+i\varepsilon)=\varepsilon\psi(2)+O(\varepsilon^3)=\varepsilon(1-\gamma)\). Last, \(\ln|q|=\ln(\omega/k)+\ln[2k/(k+\kappa)]\), where the second term is analytic in \(s\omega\) and of first order. The sum is

\[
\phi^P=\frac{s\omega Z}{k^3}\Big[-1+\ln2k+1-\gamma-\ln\frac\omega k\Big]+\dots=\frac{s\omega Z}{k^3}\Big[\ln\frac{2k^2}{\omega}-\gamma\Big]+\dots
\]

The omitted second-order terms are of the form \((s\omega)^2\) or \((s\omega)^2\ln\omega\), even in \(s\), and cancel in (8); the third-order terms give \(O(\omega^2\ln\omega)\) in \(\tau\). Emission minus absorption, divided by \(2\omega\), yields

\[
\tau^P=\frac{Z}{k^3}\Big[\gamma-\ln\frac{2k^2}{\omega}\Big],
\]

and \(\sigma_1(\kappa)\) yields \(\tau_W+O(\omega^2)\). Check: with the tail charge set to zero, \(\varepsilon=0\), \(\phi^P=0\) and entry 5 is recovered.

## 7. The \(1/r\) term

From (3), \(c_1=a_1(1,\kappa)/\kappa+a_1^*(l,k)/k\). With \(A=Z^2/\kappa^2+2\) and \(B=Z^2/k^2+l(l+1)\),

\[
\mathrm{Re}\,c_1=-\frac Z2\Big(\frac1{\kappa^2}+\frac1{k^2}\Big),\qquad \mathrm{Im}\,c_1=\frac{A}{2\kappa}-\frac{B}{2k}.
\]

Its integral is \(c_1\Gamma(1+i\varepsilon)(-iq)^{-1-i\varepsilon}\). Since \(\Gamma(2+i\varepsilon)=(1+i\varepsilon)\Gamma(1+i\varepsilon)\), the ratio to \(J_0\) is

\[
x_1=\frac{-iq\,c_1}{1+i\varepsilon}=-iq\,\mathrm{Re}\,c_1+q\,\mathrm{Im}\,c_1+O(\omega^2).
\]

The factor \(-i\) exchanges the roles: the amplitude correction of the waves becomes a phase of the matrix element, and the \(l\)-dependent phase correction becomes a modulus. The phase is \(\mathrm{Im}\,x_1=+Zq/k^2=-s\omega Z/k^3\). It is of first order in \(\omega\), like \(\phi^P\), so (8) turns it into the \(\omega\)-independent delay \(+Z/k^3\), and \(\tau^P+Z/k^3=\tau_{cc}\). For use at finite \(\omega\), define

\[
\phi^A=\arg\Big[1+\frac{iZ}{2}\Big(\frac1{\kappa^2}+\frac1{k^2}\Big)\frac{q}{1+i\varepsilon}\Big].
\]

The modulus factor is \(1+q[2-l(l+1)]/2k\) at first order: \(1-s\omega/k^2\) for \(l=0\) and \(1+2s\omega/k^2\) for \(l=2\). Absorption favours the d wave and emission the s wave, which is Fano's propensity rule in this limit.

Checks, for \((Z,k)=(1,0.7),(1,1),(2,1.5)\) at \(\omega=5\times10^{-5}k^2\). The exact \(M_l\) equals \(M^{(0)}(1+x_1)\) to a relative \(10^{-5}\) for both \(l\) and both \(s\). The exact delay minus \(\tau_W\) minus the finite difference of \(\phi^P\), in units of \(Z/k^3\), is tested to be 1 within \(10^{-3}\); the printed values for \(l=2\) are 0.9998, 0.9999, 0.9998. The finite differences of \(\phi^P+\phi^A\) agree with \(\tau_{cc}\) within \(10^{-6}Z/k^3\).

## 8. The \(1/r^2\) term and the remainder

At \(\varepsilon=0\) the third term of (9) needs \(I_2(\zeta)=\int_1^\infty e^{-\zeta y}dy/y\) with \(\zeta=-iqR\). It is analytic for \(\mathrm{Re}\,\zeta>0\) and continuous on the imaginary axis except at \(\zeta=0\), with \(dI_2/d\zeta=-e^{-\zeta}/\zeta\). Hence \(I_2=-\ln\zeta+\text{const}+O(\zeta)\), with one constant for both signs of \(q\). Dividing by \(J_0\approx-1/q^2\),

\[
x_2=-q^2c_2\Big[-\ln|q|R+\text{const}+\frac{i\pi}{2}\mathrm{sgn}\,q\Big].
\]

To this order \(q^2=\omega^2/k^2\) and \(c_2\) may be taken at \(\kappa=k\). The only imaginary part odd in \(s\) is \(-(\pi/2)q^2\,\mathrm{Re}\,c_2\,\mathrm{sgn}\,q\). Emission has \(q>0\), so the difference in (8) is \(-\pi q^2\,\mathrm{Re}\,c_2\), and

\[
\tau_{lin}=-\frac{\pi\omega}{2k^2}\,\mathrm{Re}\,c_2 .
\]

At \(\kappa=k\), \(k^2c_2=a_2(A)+a_1(A)a_1^*(B)+a_2^*(B)\). From (3), \(\mathrm{Re}\,a_2(A)=3\eta^2/8-A(A-2)/8\) and \(\mathrm{Re}[a_1(A)a_1^*(B)]=\eta^2/4+AB/4\). Adding,

\[
k^2\,\mathrm{Re}\,c_2=\eta^2-\tfrac18\big[(A-B)^2-2(A+B)\big].
\]

For \(l=0\), \(A-B=2\) and \(A+B=2+2\eta^2\), so the bracket is \(4-4-4\eta^2\). For \(l=2\), \(A-B=-4\) and \(A+B=8+2\eta^2\), so it is \(16-16-4\eta^2\). Both give \(\mathrm{Re}\,c_2=3Z^2/2k^4\) (tested) and \(\tau_{lin}=-3\pi Z^2\omega/4k^6\). It vanishes without a Coulomb tail.

Nothing else contributes at this order. In \(\arg(1+x_1+x_2)=\mathrm{Im}(x_1+x_2-x_1^2/2)+\dots\) the quantity \(x_1\) is analytic in \(s\omega\), so its second-order part and \(x_1^2\) are even. The remaining pieces of (6) are the inner integral over \(r<R\), the pieces \(\int_0^R\) subtracted when the first two terms of (9) were extended to the origin, the \(H^+H^+\) term (wave number \(k+\kappa\), far from zero), and the probe-first term with \(\chi\). Each is bounded and analytic in \(s\omega\) near zero. The terms \(c_n/r^n\) with \(n\ge3\) converge at \(q=0\) and change by \(O(q\ln q)\). Relative to \(M^{(0)}\sim1/q^2\) all these are a constant times \(\omega^2[1+O(\omega\ln\omega)]\); the leading part is even, and the rest gives \(O(\omega^2\ln\omega)\) in \(\tau\). Restoring \(r^{i\varepsilon}=1+i\varepsilon\ln r+\dots\) in \(I_2\), where \(r\) extends to about \(1/|q|\), adds \(q^2\varepsilon\ln^2|q|\), the largest neglected term, \(O(\omega^2\ln^2\omega)\) in \(\tau\). Dependence on \(l\) first appears in this remainder.

Checks, same three cases. The ratio \((\tau_{exact}-\tau_W-\tau_{cc})/\tau_{lin}\) is tested to be 1 within 5%; the printed values lie between 1.0015 and 1.0027. The ratio of probe-first to XUV-first amplitude grows by a factor 100, within 2%, when \(\omega\) grows tenfold. \(M_0/M_2=1\) within \(10^{-3}\).

## 9. Reading the result and its limits

Since \(1+\gamma-\ln(2k^2/\omega)=1-\ln(2k\cdot e^{-\gamma}k/\omega)\),

\[
\tau_{cc}=\frac Z{k^3}(1-\ln2kr_{\rm eff}),\qquad r_{\rm eff}=e^{-\gamma}\frac k\omega .
\]

To leading order the measured delay is the shift (4) of the field-free packet, read at the distance covered in the time \(e^{-\gamma}/\omega\). The probe supplies the missing length, and \(\tau\) diverges as \(\ln\omega\) for \(\omega\to0\) for the same reason that (4) diverges as \(\ln r\). In the regime \(\omega\ll k^2\), \(\tau_{cc}\) is negative. It depends on the tail charge, \(k\) and \(\omega\) only. For \(k\gg Z\), \(\tau_W+\tau_{cc}\to(Z/k^3)[2-\ln(2k^2/\omega)]\), the constants \(1-\gamma\) and \(1+\gamma\) adding to 2.

The expansion parameters are \(\omega/k^2\), from \(x_1\), \(Z\omega/k^3\), from \(\varepsilon\), and \(\omega/Z^2\), from \(\chi\), whose expansion in \(s\omega\) converges only below the pole at \(3Z^2/8\); \(|\tau_{lin}|\) is \((3\pi/4)Z\omega/k^3\) times \(Z/k^3\). Near threshold the second parameter fails first, and for \(k^2<2\omega\) the absorption path has no intermediate continuum. In (7), \(M_0=M_2\) gives \(3\cos^2\theta\,M\); the law holds at angle \(\theta\) only while \(3\cos^2\theta\) is large against the relative difference \(3\omega/k^2\) of the moduli found in entry 7.

## 10. Hydrogen in an 800 nm probe

The model is nonrelativistic hydrogen with a fixed nucleus. The electron-to-proton mass ratio, roughly \(5\times10^{-4}\), is neglected. Using the reduced mass at the same photon energies shortens the \(0^\circ\) delay by about 0.1%, from \(-3.1248\) to \(-3.1216\) at sideband 12 (\(-75.6\) to \(-75.5\) as) and from \(-1.7978\) to \(-1.7963\) at sideband 16. The third figure can therefore move by one unit for real hydrogen; further figures describe the model and are kept only to follow the arithmetic. The probe has \(\omega=0.056954\), and one atomic unit of time is 24.1888 as.

*Sideband 16.* \(E=16\omega-0.5=0.41127\) (11.19 eV), \(k=0.90694\), \(1/k^3=1.34051\), \(\omega/k^2=0.06924\), \(\omega/k^3=0.07635\). With \(\mathrm{Re}\,\psi(2+i/k)=0.62548\) and \(\ln(2k^2/\omega)=3.36329\):

\[
\tau_W=1.34051\times0.62548=0.8385\;(20.3\text{ as}),
\]
\[
\tau_{cc}=1.34051\times(1.57722-3.36329)=-2.3942\;(-57.9\text{ as}),
\]
\[
\tau_{lin}=-\tfrac{3\pi}{4}\times0.07635\times1.34051=-0.241 .
\]

Then \(\tau_W+\tau_{cc}=-1.5558\) (\(-37.6\) as), and with the linear term \(-1.7969\) (\(-43.5\) as). The effective radius is \(r_{\rm eff}=8.941\). The phase-only value of the correction is \(-3.7348\), which would give a total of \(0.8385-3.7348=-2.896\).

The unexpanded phases are:

| path | \(\kappa\) | \(\varepsilon\) | \(\sigma_1\) | \(\phi^P\) | \(\phi^A\) |
|---|---|---|---|---|---|
| abs | 0.84180 | 0.08532 | −0.60084 | 0.23141 | −0.08535 |
| emi | 0.96770 | −0.06923 | −0.50377 | −0.19742 | 0.06927 |

With \(2\omega=0.113908\): \(0.09707/2\omega=0.852\), \(-0.42883/2\omega=-3.765\), \(0.15462/2\omega=1.357\), sum \(-1.555\). This nearly equals \(\tau_W+\tau_{cc}\); keeping \(\kappa\ne k\) in these phases does not produce \(\tau_{lin}\), which comes from \(c_2\).

The exact delays are \(-1.8419\) (s), \(-1.8099\) (d) and \(-1.7978\) (\(-43.5\) as) along the polarisation. Relative to the last, \(\tau_W+\tau_{cc}\) is off by 0.242, or 13%, and the phase-only total by 1.10, or 61%. The three-term law is off by 0.045 (2.4% of the exact value) for s and by 0.013 (0.7%) for d. The moduli follow the propensity rule: \(|M_s|=265.4\), \(|M_d|=320.2\) in absorption, \(248.5\) and \(209.4\) in emission. The probe-first path is 0.5 to 0.6% of the XUV-first path for s and 2.6 to 3.2% for d.

Two features of the output need comment. First, the delay at \(0^\circ\) does not lie between the s and d delays. Let \(\beta=\arg(M_0/M_2)\) be small and \(w=|M_0|/(|M_0|+2|M_2|)\). Then \(\arg(M_0+2M_2)\approx\arg M_2+w\beta\), so

\[
2\omega(\tau_{0^\circ}-\tau_d)=w_e\beta_e-w_a\beta_a,\qquad2\omega(\tau_s-\tau_d)=\beta_e-\beta_a .
\]

A part of \(\beta\) common to both paths cancels in \(\tau_s-\tau_d\) but not in \(\tau_{0^\circ}\), since the weights differ: \(w_e=248.5/667.3=0.3724\), \(w_a=265.4/905.8=0.2930\). The left sides are \(0.00138\) and \(-0.00365\). Eliminating \(\beta_e\) gives \(0.0794\,\beta_a=0.00138+0.3724\times0.00365\), so \(\beta_a\approx0.034\) and \(\beta_e\approx0.031\) rad; these are inferred from the printed delays. The agreement of the law with \(\tau_{0^\circ}\) to 0.0009 is thus a partial cancellation of remainder terms, and the channel errors above are the measure of its accuracy.

Second, the delay is \(-1.9003\) (\(-46.0\) as) at \(60^\circ\) but \(-25.27\) (\(-611\) as) at \(80^\circ\). There \(2P_2=3\cos^280^\circ-1=-0.9095\). Relative to the phase of \(M_2\), the absorption amplitude is \(265.4\,e^{i\beta_a}-291.3\approx-26.0+9.1i\), with argument \(\pi-0.34\), and the emission amplitude is \(248.5\,e^{i\beta_e}-190.5\approx57.9+7.7i\), with argument \(0.13\). The absorption amplitude has changed sign and the emission amplitude has not. The delay is \(\tau_d+(0.47-\pi)/2\omega=-1.81-23.5=-25.3\), in agreement with the printed value, which supports the inferred \(\beta\).

*Energy dependence.* The terms of the law:

| sideband | \(k\) | \(\tau_W\) | \(\tau_{cc}\) | \(\tau_{lin}\) | sum |
|---|---|---|---|---|---|
| 12 | 0.6057 | 3.6076 | −4.4041 | −2.7170 | −3.5135 |
| 16 | 0.9069 | 0.8385 | −2.3942 | −0.2411 | −1.7969 |
| 24 | 1.3167 | 0.2315 | −1.1090 | −0.0257 | −0.9033 |
| 40 | 1.8858 | 0.0711 | −0.4846 | −0.0030 | −0.4165 |

The exact delays:

| sideband | s | d | \(0^\circ\) | \(0^\circ\), as |
|---|---|---|---|---|
| 12 | −3.3462 | −3.2145 | −3.1248 | −75.6 |
| 16 | −1.8419 | −1.8099 | −1.7978 | −43.5 |
| 24 | −0.9098 | −0.9035 | −0.9026 | −21.8 |
| 40 | −0.4169 | −0.4157 | −0.4158 | −10.1 |

At sideband 40 the sum differs from every exact value by at most 0.0008, 0.2% of the exact delay, and the two-term form \(0.0711-0.4846=-0.4135\) is off by 0.6% of the \(0^\circ\) value. At sideband 12 the two-term form gives \(3.6076-4.4041=-0.797\), a quarter of the exact \(0^\circ\) delay, and the linear term is more than three times that sum. The three-term value there misses the s, d and \(0^\circ\) delays by 5%, 9% and 12% of their exact values; with a correction of this size the expansion is no longer controlled, and the delay at this energy has to be taken from the full amplitude (6).

## Table of computed values

```
packet p wave, E=0.5 (width 0.02), r=2000: shift -6.7096, formula -6.7084 a.u.
soft Z=1 k=0.7 om=2.450e-05: deficit*k^3/Z 0.9998, residual/linear s 1.0026 d 1.0019
soft Z=1 k=1.0 om=5.000e-05: deficit*k^3/Z 0.9999, residual/linear s 1.0027 d 1.0015
soft Z=2 k=1.5 om=1.125e-04: deficit*k^3/Z 0.9998, residual/linear s 1.0026 d 1.0018
pulses l=0 E=0.49902 om=0.15: time-domain -0.8201, stationary -0.8202 a.u.
pulses l=2 E=0.50180 om=0.15: time-domain -0.7591, stationary -0.7592 a.u.
probe 800 nm: om = 0.056954 a.u.; 1 a.u. of time = 24.1888 as
SB16: E = 0.41127 a.u. = 11.191 eV, k = 0.90694 a.u.
om/k^2 = 0.06924, om/k^3 = 0.07635, 1/k^3 = 1.34051 a.u.
abs: kappa 0.84180, q -0.06514 a.u., eps 0.08532, D 0.91477 a.u.
abs: sigma1 -0.60084, phiP 0.23141, phiA -0.08535 rad
abs: |M_s| 265.362, |M_d| 320.218 a.u., probe-first/XUV-first s 0.00548 d 0.02581
emi: kappa 0.96770, q 0.06076 a.u., eps -0.06923, D 0.77204 a.u.
emi: sigma1 -0.50377, phiP -0.19742, phiA 0.06927 rad
emi: |M_s| 248.500, |M_d| 209.414 a.u., probe-first/XUV-first s 0.00559 d 0.03220
finite differences: W 0.8521, P -3.7646, A 1.3574, sum -1.5551 a.u.
Re psi = 0.62548, ln(2k^2/om) = 3.36329, r_eff = 8.941 a.u.
tauW = 0.8385 a.u. = 20.28 as
taucc = -2.3942 a.u. = -57.91 as; phase-only -3.7348 a.u.
tauW+taucc = -1.5558 a.u. = -37.63 as
linear term -0.2411, with it -1.7969 a.u. = -43.47 as
exact s -1.8419, d -1.8099 a.u.
exact theta=0 deg: -1.7978 a.u. = -43.49 as
exact theta=60 deg: -1.9003 a.u. = -45.97 as
exact theta=80 deg: -25.2685 a.u. = -611.22 as
SB  k  tauW  taucc  linear  sum  exact_s  exact_d  exact_0deg (a.u.)  exact_0deg (as)
12 0.6057 3.6076 -4.4041 -2.7170 -3.5135 -3.3462 -3.2145 -3.1248 -75.59
16 0.9069 0.8385 -2.3942 -0.2411 -1.7969 -1.8419 -1.8099 -1.7978 -43.49
24 1.3167 0.2315 -1.1090 -0.0257 -0.9033 -0.9098 -0.9035 -0.9026 -21.83
40 1.8858 0.0711 -0.4846 -0.0030 -0.4165 -0.4169 -0.4157 -0.4158 -10.06
```
